# Straight and Via-Nucleus Field Coupling of Nonlocal Pseudopotentials

Two calculations can start from the same nonlocal pseudopotential, give the same bands at zero magnetic field, respect gauge covariance, and still disagree about the magnetic response. In the model atom treated below, one of them makes the linear orbital Zeeman shift of a $p$ level 2.8% smaller than the other does. In a model crystal on a coarse grid, one gives an orbital moment near zero and the other about $-0.24$ Bohr magnetons per cell. Gauge covariance cannot settle such a disagreement, because the two Hamiltonians differ by a gauge-invariant quantity: the magnetic flux through a triangle whose corners are the nucleus and the two arguments of the kernel.

## The two couplings

Atomic units are used in the algebra. The electron has charge $-1$, its kinetic energy is $(\mathbf p+\mathbf A)^2/2$, and $\mathbf B=\nabla\times\mathbf A$. Spin and electron interaction are left out. The nonlocal potential is a sum over nuclei $\mathbf R$ of short-ranged Hermitian kernels,

$$(V_R\psi)(\mathbf r)=\int V_R(\mathbf r,\mathbf r')\,\psi(\mathbf r')\,d^3r',\qquad \mathbf s=\mathbf r-\mathbf R,\quad \mathbf s'=\mathbf r'-\mathbf R .$$

Under $\mathbf A\to\mathbf A+\nabla\chi$ the wavefunction becomes $e^{-i\chi}\psi$, since

$$(\mathbf p+\mathbf A+\nabla\chi)e^{-i\chi}\psi=e^{-i\chi}(\mathbf p-\nabla\chi+\mathbf A+\nabla\chi)\psi=e^{-i\chi}(\mathbf p+\mathbf A)\psi .$$

The kernel must therefore acquire the factor $e^{-i[\chi(\mathbf r)-\chi(\mathbf r')]}$. A phase $\exp(-i\int\mathbf A\cdot d\mathbf l)$ along any path from $\mathbf r'$ to $\mathbf r$ does this, because the integral of $\nabla\chi$ depends on the end points alone. Two choices are

$$V_R^S=V_R\,e^{-i\int_{r'\to r}\mathbf A\cdot d\mathbf l},\qquad V_R^N=V_R\,e^{-i\int_{r'\to R\to r}\mathbf A\cdot d\mathbf l},$$

with straight segments. The products are products of kernels at fixed $(\mathbf r,\mathbf r')$, not operator products. The claim is

$$V_R^N=V_R^S\,e^{-i\Phi},\qquad \Phi=\int_\triangle\mathbf B\cdot d\mathbf S ,\tag{1}$$

where the triangle is traversed $\mathbf r'\to\mathbf R\to\mathbf r\to\mathbf r'$. For uniform $\mathbf B$, $\Phi=\tfrac12\mathbf B\cdot(\mathbf s\times\mathbf s')$.

## First derivation: close the loop

Divide the two phase factors. Minus the integral from $\mathbf r'$ to $\mathbf r$ is the integral from $\mathbf r$ back to $\mathbf r'$, so

$$\int_{r'\to R\to r}\mathbf A\cdot d\mathbf l-\int_{r'\to r}\mathbf A\cdot d\mathbf l=\oint_{r'\to R\to r\to r'}\mathbf A\cdot d\mathbf l .$$

If $\mathbf A$ is continuously differentiable on the triangle, Stokes' theorem turns the loop integral into $\Phi$, which is (1).

To fix the sign of the area, write points of the triangle as $\mathbf R+u\,\mathbf s_v$, with $\mathbf s_v=\mathbf s+v(\mathbf s'-\mathbf s)$ and $0\le u,v\le1$. The tangent vectors are $\mathbf s_v$ and $u(\mathbf s'-\mathbf s)$, and

$$\mathbf s_v\times(\mathbf s'-\mathbf s)=\mathbf s\times(\mathbf s'-\mathbf s)=\mathbf s\times\mathbf s' .$$

This normal belongs to the circuit $\mathbf R\to\mathbf r\to\mathbf r'\to\mathbf R$, the same cyclic order as above. Hence

$$\Phi=\int_0^1\!du\,u\int_0^1\!dv\;\mathbf B(\mathbf R+u\mathbf s_v)\cdot(\mathbf s\times\mathbf s').\tag{2}$$

For uniform $\mathbf B$ the integral over $u$ gives $\tfrac12$.

## Second derivation: remove the gauge seen from the nucleus

This route does not use Stokes' theorem. Define the integral of $\mathbf A$ along the radial line from the nucleus,

$$\chi_R(\mathbf r)=\int_0^1\mathbf s\cdot\mathbf A(\mathbf R+u\mathbf s)\,du .$$

With repeated indices summed, its gradient is

$$\partial_i\chi_R=\int_0^1\left[A_i+u\,s_j\partial_iA_j\right]du ,$$

with fields taken at $\mathbf R+u\mathbf s$. Since $\frac{d}{du}(uA_i)=A_i+u\,s_j\partial_jA_i$, the first term can be replaced:

$$\partial_i\chi_R=A_i(\mathbf r)+\int_0^1u\,s_j(\partial_iA_j-\partial_jA_i)\,du=A_i(\mathbf r)+\int_0^1u\,(\mathbf s\times\mathbf B)_i\,du .$$

The last step uses $[\mathbf s\times(\nabla\times\mathbf A)]_i=s_j\partial_iA_j-s_j\partial_jA_i$. Thus

$$\mathbf A=\nabla\chi_R+\mathbf a,\qquad \mathbf a(\mathbf r)=-\int_0^1u\,\mathbf s\times\mathbf B(\mathbf R+u\mathbf s)\,du .$$

The field $\mathbf a$ is perpendicular to $\mathbf s$, so it contributes nothing along lines through $\mathbf R$. The nuclear path gives $-\chi_R(\mathbf r')+\chi_R(\mathbf r)$, and

$$V_R^N(\mathbf r,\mathbf r')=e^{-i\chi_R(\mathbf r)}\,V_R(\mathbf r,\mathbf r')\,e^{i\chi_R(\mathbf r')} .\tag{3}$$

The straight path has the same gradient part and an additional integral of $\mathbf a$. Going from $\mathbf r'$ to $\mathbf r$ means that $v$ runs from 1 to 0, so

$$\int_{r'\to r}\mathbf a\cdot d\mathbf l=-\int_0^1dv\,\mathbf a\cdot(\mathbf s'-\mathbf s)=\int_0^1\!dv\int_0^1\!du\,u\,(\mathbf s_v\times\mathbf B)\cdot(\mathbf s'-\mathbf s).$$

By cyclic permutation,

$$(\mathbf s_v\times\mathbf B)\cdot(\mathbf s'-\mathbf s)=\mathbf B\cdot[(\mathbf s'-\mathbf s)\times\mathbf s_v]=-\mathbf B\cdot(\mathbf s\times\mathbf s').$$

The integral is therefore $-\Phi$, with $\Phi$ given by (2). It follows that $V_R^S=V_R^Ne^{i\Phi}$, which is again (1).

## What each derivation assumes

The loop argument needs $\mathbf A$ on the three sides to establish that the ratio is a loop phase, and regularity on the triangle to call that phase a flux. It extends directly to other pairs of paths: their phases differ by the flux through a surface spanning them.

The second argument needs a differentiable $\mathbf A$ in a region containing the radial lines from $\mathbf R$ to all points of the projector, so that $\chi_R$ has a gradient there. It is tied to this pair of paths, but it yields more. Equation (3) says that $V_R^N$ is a unitary transform of the zero-field $V_R$, so the eigenvalues of this single-site operator do not change with the field. The phase $e^{i\Phi}$ in $V_R^S$ is not in general of the form $e^{-i[g(\mathbf r)-g(\mathbf r')]}$, and this protection is lost. In a solid, each nucleus has its own $\chi_R$. In a uniform field the gauge $\tfrac12\mathbf B\times(\mathbf r-\mathbf r_0)$ removes the nuclear-path phases only at nuclei on the line through $\mathbf r_0$ parallel to $\mathbf B$.

Neither argument selects the physical coupling. For constant $\mathbf A$ they agree: $\Phi=0$, and both kernels carry $e^{-i\mathbf A\cdot(\mathbf r-\mathbf r')}$. The first-order term is $-i\mathbf A\cdot[\mathbf r,V]$, so both have the velocity operator $\mathbf p+i[V,\mathbf r]$ at zero field. The difference also vanishes for a local potential, where $\mathbf r=\mathbf r'$, for collinear $\mathbf s$ and $\mathbf s'$, and for a uniform field in the plane of the triangle. For perpendicular legs of 1 Å and a normal field of 10 T, $\Phi=7.60\times10^{-5}$ rad.

## A projector acts on neighbouring channels

Expanding (1) in a uniform field gives

$$V_R^N-V_R^S=-\frac i2\,\mathbf B\cdot(\mathbf s\times\mathbf s')\,V_R+O(B^2),\tag{4}$$

in a gauge whose phases over the site are themselves of order $B$. Take a spherical channel $V_R=v_l(s,s')\Pi_l$, where $\Pi_l=\frac{2l+1}{4\pi}P_l(\hat{\mathbf s}\cdot\hat{\mathbf s}')$ is the kernel projecting on angular momentum $l$. With $\mathbf L=-i\mathbf s\times\nabla$ and $\nabla(\hat{\mathbf s}\cdot\hat{\mathbf s}')=[\hat{\mathbf s}'-\hat{\mathbf s}(\hat{\mathbf s}\cdot\hat{\mathbf s}')]/s$,

$$\mathbf L\,g(\hat{\mathbf s}\cdot\hat{\mathbf s}')=-i(\hat{\mathbf s}\times\hat{\mathbf s}')\,g' .$$

It remains to write $P_l$ as a derivative. Let $G=(1-2xt+t^2)^{-1/2}=\sum_lP_l(x)t^l$. Then $\partial_xG=tG^3$, and

$$(1+2t\partial_t)G=G^3[(1-2xt+t^2)+2t(x-t)]=(1-t^2)G^3 .$$

Therefore $t(1+2t\partial_t)G=(1-t^2)\partial_xG$. The coefficient of $t^{l+1}$ is $(2l+1)P_l=P'_{l+1}-P'_{l-1}$, with $P_{-1}'$ read as zero. Hence

$$-i(\hat{\mathbf s}\times\hat{\mathbf s}')\Pi_l=\frac{1}{4\pi}\mathbf L\,(P_{l+1}-P_{l-1}),$$

$$V_R^N-V_R^S=\tfrac12\mathbf B\cdot\mathbf L\;s\,s'\,v_l(s,s')\left[\frac{\Pi_{l+1}}{2l+3}-\frac{\Pi_{l-1}}{2l-1}\right]+O(B^2).\tag{5}$$

The second term is absent for $l=0$, and for $l=1$ it vanishes because $\mathbf L$ annihilates an $s$ function. To first order in the field, the two couplings therefore differ only in the channels $l+1$ and, for $l\ge2$, $l-1$, which the projector does not touch at zero field. Angular quadrature tested this identity for $l=0$ to 3.

## The spherical atom as a criterion

Place a spherical atom at $\mathbf R$ and use $\mathbf A=\tfrac12\mathbf B\times\mathbf s$, with $\mathbf B$ along $z$. Radial phases vanish, so $V_R^N=V_R$. Since $\nabla\cdot\mathbf A=0$, the linear kinetic term is $\mathbf A\cdot\mathbf p=\tfrac12\mathbf B\cdot(\mathbf s\times\mathbf p)=\tfrac12BL_z$. A level with magnetic quantum number $m$ shifts by $mB/2$ to first order. A fixed local spherical potential gives the same shift, and a pseudopotential standing in for it should reproduce that.

Now take an $s$ projector $V_R=D\,b(s)b(s')\Pi_0$ and a $p$ level with radial function $R_p$, both $b$ and $R_p$ normalized with weight $s^2$. By (5), with $l=0$, the straight path adds $-\tfrac12mB\,(D/3)I^2$. The linear shift becomes

$$\Delta E^S=\frac{mB}{2}\,g,\qquad g=1-\frac D3I^2,\qquad I=\int_0^\infty b\,R_p\,s^3\,ds .\tag{6}$$

The example has one electron outside a unit-charge core with potential $-\mathrm{erf}(s/r_c)/s$, $r_c=0.5$ Å, and a Gaussian projector $b\propto e^{-s^2/2\sigma^2}$ with $\sigma=0.5$ Å and $D=20$ eV. These are round model parameters. The $p$ level lies at $-3.35$ eV and $|I|=0.18006$ Å; the sign of $I$ depends on the arbitrary sign of $R_p$ and drops out.

The factor $B/2$ in (6) is the flux phase per unit product of perpendicular legs, so at 10 T the reduction for $m=1$ is

$$7.5963\times10^{-5}\ \text{Å}^{-2}\times\frac{20\ \text{eV}\times(0.18006\ \text{Å})^2}{3}=1.642\times10^{-5}\ \text{eV}.$$

The nuclear path gives $5.788\times10^{-4}$ eV, and the straight path $5.624\times10^{-4}$ eV. Their ratio is $g=0.9716$, a reduction of 2.8% relative to the required shift. A finite-field diagonalization with the full phase in the kernel tested this factor.

The criterion favours the nuclear path for a spherical site. It does not make a pseudopotential calculation all-electron: the currents close to the nucleus must still be reconstructed by augmentation terms, which are not treated here.

## The field of the nucleus itself

In NMR the vector potential also contains the nuclear moment $\boldsymbol\mu$. A smooth spherical model is $\mathbf A_\mu=f(s)\,\boldsymbol\mu\times\mathbf s$, which tends to a point dipole when $f\to s^{-3}$. It is perpendicular to $\mathbf s$, so the nuclear path through its own site gives no phase. In a test triangle the straight integral was 0.640 rad, the nuclear integral zero to rounding, and the flux $-0.640$ rad, as (1) requires. For a point dipole the flux density is singular at the corner $\mathbf R$. The flux must then be understood as the limit of the smooth case, which is finite provided the side $\mathbf r'\mathbf r$ misses $\mathbf R$.

Shielding is a mixed response to $\mathbf B$ and $\boldsymbol\mu$. With the uniform-field gauge centred on $\mathbf R$, $V_R^N=V_R$, while $V_R^S=V_Re^{i(\Phi_B+\Phi_\mu)}$. Expanding the exponential gives an explicit mixed term $-\Phi_B\Phi_\mu V_R$, besides the linear terms that act through the perturbed wavefunctions. The choice of path therefore enters the shielding operators directly.

## A periodic insulator

In a uniform field $\Phi$ depends on $\mathbf s$ and $\mathbf s'$, not on the cell. For $\mathbf B$ along $z$ define the lattice-periodic kernel

$$w=-\frac i2\sum_R(\mathbf s\times\mathbf s')_z\,V_R .$$

Far from the gauge origin the phases in $V_R^S$ are not small, so (4) cannot be inserted without care. Consider instead $H_\lambda=H_S+\lambda(H_N-H_S)$ at fixed filling, with the gap open. The energy derivative is $\mathrm{Tr}[\rho_\lambda(H_N-H_S)]$. The density matrix $\rho_\lambda(\mathbf r',\mathbf r)$ carries the straight phase from $\mathbf r$ to $\mathbf r'$, which cancels that of $V_R^S(\mathbf r,\mathbf r')$. What remains of $\rho_\lambda$ is gauge invariant and periodic. Assuming that it tends to the zero-field $\rho_0$ with corrections of order $B$, integration over $\lambda$ gives, per cell,

$$E_N-E_S=B\,\mathrm{Tr}_{\rm cell}(\rho_0w)+O(B^2).\tag{7}$$

With time-reversal symmetry and no spin, $\rho_0$ and $V_R$ are real and symmetric in position space. Then $w$ is antisymmetric and the trace vanishes. A quadratic difference can survive.

The example is a two-dimensional square crystal with cell edge 4 Å, an $8\times8$ finite-difference grid and one spin-polarized electron per cell. Each site has a Gaussian well of depth 30 eV and width 0.8 Å. It also has an $s$ projector of strength $D_s=-5$ eV and an $m=+1$ projector of strength $D_p=10$ eV, both of width 0.5 Å; the latter breaks time reversal. The projectors are cut to the $7\times7$ grid points around each nucleus. The gap is 15.25 eV. With the moment defined as $-\partial E/\partial B$ and $\mu_B=\tfrac12$, (7) gives

$$m_N-m_S=-2\,\mathrm{Tr}_{\rm cell}(\rho_0w)\,\mu_B=0.2428\,\mu_B .$$

A separate calculation with one flux quantum per 12 cells, at 2154 T, differs from this Bloch value by a relative $2.8\times10^{-5}$. At twice the field the deviation is $1.1\times10^{-4}$, about four times larger, as expected from a cubic term in the odd part of the energy. These large fields serve as probes of the weak-field limit. The digits quoted belong to the $8\times8$ grid, whose step equals the projector width. On a $16\times16$ grid with uncut projectors the moment difference is $0.251\,\mu_B$, and in a converged plane-wave basis it is $0.253\,\mu_B$, 4% larger, with a gap of about 15.2 eV.

The individual moments are $5\times10^{-5}\,\mu_B$ for the nuclear path and $-0.2428\,\mu_B$ for the straight path. An isolated circular site explains the pattern. Its $m=0$ orbital $\varphi(\rho)$ has no linear shift with the nuclear path. Write the $m=+1$ projector as $(x+iy)c(\rho)$. The angular averages of $x(x+iy)$ and $y(x+iy)$ are $\rho^2/2$ and $i\rho^2/2$; those of $x'(x'-iy')$ and $y'(x'-iy')$ are $\rho'^2/2$ and $-i\rho'^2/2$. Thus $xy'-yx'$ contributes $-\tfrac i4-\tfrac i4=-\tfrac i2$ times $\rho^2\rho'^2$, and

$$\langle w\rangle=-\frac i2\left(-\frac i2\right)D_pJ_p^2=-\frac{D_p}{4}J_p^2,\qquad J_p=\int\rho^2c\,\varphi\,d^2\rho .$$

The $s$ projector averages to zero at this order. For $D_p>0$ this gives $m_N-m_S>0$, as found. The isolated-site argument does not account for the small remaining nuclear-path moment, whose origin was not tested.

Taking the real part of the kernel restores time reversal. The linear term then vanishes to rounding, and $E_N-E_S$ is $-3.09\times10^{-5}$ eV per cell at 2154 T and $-1.236\times10^{-4}$ eV at twice that field. The ratio is 4.00, so the difference is quadratic. For the isolated circular site the linear operator $i\Phi V_R$ annihilates $\varphi$ by angular averaging, leaving $E_N-E_S=\tfrac12\langle\Phi^2V_R\rangle$. The average of $(xy'-yx')^2$ is $\tfrac12\rho^2\rho'^2$ for the $s$ projector $b_s(\rho)$, while the $p$ part is odd and drops out. Hence

$$E_N-E_S=\frac{B^2D_s}{16}\left(\int\rho^2b_s\varphi\,d^2\rho\right)^2 ,$$

negative for $D_s<0$, in agreement with the computed sign. Even where no orbital moment reveals the choice of path, it changes the magnetic susceptibility of this model. The size of this difference also depends on the discretization: for an isolated site at 2154 T it is $-3.09\times10^{-5}$ eV with a grid step of 0.5 Å, and $-3.19\times10^{-5}$ eV with a step of 0.29 Å and a wider projector cut.

## Values computed for the example and the checks

```
PATHS AND FLUX
uniform field, test triangle: flux phase = 0.814000 rad
smoothed dipole at R: flux phase = -0.640185 rad
  straight-path integral = 0.640185 rad
  via-nucleus integral = 1.7e-17 rad (magnitude)
right triangle, legs 1 angstrom, 10 T: phase = 7.5963e-05 rad
angular identity, l = 0 to 3: largest error = 3.9e-16
ATOM MODEL
core softening length = 0.5 angstrom
s-projector width = 0.5 angstrom, strength D = 20.0 eV
p level at zero field = -3.3502 eV
overlap integral I = -0.18006 angstrom
Zeeman factor g, via nucleus, finite field = 1.000000
Zeeman factor g, straight, finite field = 0.971635
Zeeman factor g, straight, formula = 0.971635
m=+1 linear shift at 10 T, via nucleus = 5.78838e-04 eV
m=+1 linear shift at 10 T, straight = 5.62419e-04 eV
CRYSTAL MODEL
cell edge = 4.0 angstrom, grid = 8 x 8 points per cell
well depth = 30.0 eV, well width = 0.8 angstrom
projector width = 0.5 angstrom, on 7 x 7 grid points
s strength = -5.0 eV, m=+1 strength = 10.0 eV
gap above the filled band = 15.2532 eV
moment difference (nucleus - straight), zero-field Bloch = 0.242843 mu_B/cell
one flux quantum per 6 cells: B = 4308.0 T
  moment via nucleus = 0.000049 mu_B/cell
  moment straight = -0.242767 mu_B/cell
  moment difference = 0.242816 mu_B/cell
  relative deviation from Bloch value = 1.12e-04
  time-reversal-symmetric crystal: E_N - E_S = -1.23628e-04 eV/cell
one flux quantum per 12 cells: B = 2154.0 T
  moment via nucleus = 0.000050 mu_B/cell
  moment straight = -0.242787 mu_B/cell
  moment difference = 0.242837 mu_B/cell
  relative deviation from Bloch value = 2.80e-05
  time-reversal-symmetric crystal: E_N - E_S = -3.09088e-05 eV/cell
symmetric crystal: first-order slope = 3.6e-20 a.u.
symmetric crystal: ratio of differences, B doubled = 3.9998
```
